# Echo decay from randomly placed flipped spins in d dimensions, part 2

The echo of an electron spin A decays because the refocusing pulse, which inverts A, also flips surrounding electron spins B, each with probability $\lambda$. The sequence is $\pi/2$ – $\tau$ – $\pi$ – $\tau$ – echo. The time variable is $t=\tau$, and the total time is $2\tau$. Lengths are in nm, times in µs, and couplings are angular frequencies.

A vector of length $r$ from A to a B spin makes the angle $\theta$ with the strong static field. With $g$ the isotropic $g$ factor of all spins,

$$
D=\frac{\mu_0 g^2\mu_B^2}{4\pi\hbar},\qquad f=1-3\cos^2\theta,\qquad \omega=\frac{Df}{r^3}.
$$

Spin $j$ of the B spins has coupling $\omega_j$ and projection $m_j=\pm\frac12$ along the field, both signs equally likely. The B spins are placed independently and uniformly in $d$ dimensions with mean density $n$.

Flip-flops, the exchange of $\uparrow\downarrow$ and $\downarrow\uparrow$ between A and B, are neglected because the resonance frequencies of A and B are assumed to differ by much more than $|\omega|$. Each B then multiplies the echo by the pair factor $1-\lambda(1-\cos\omega t)$. For equal frequencies and ideal inversion of both spins, flip-flops change this factor to $\cos(\omega\tau)\cos(\tfrac12\omega\tau)$ for magnetization that began on A.

Averaging over positions gave the normalized echo

$$
V(t)=e^{-n\lambda J(t)}=e^{-K_dt^{d/3}},\qquad
K_d=\frac{n\lambda}{3}D^{d/3}G_d\,I(d/3),
$$

where

$$
J(t)=\int d^dr\,(1-\cos\omega t),\qquad
J(t)=\frac13(Dt)^{d/3}\,G_d\,I(d/3),
$$

$$
G_d=\int d\Omega\,|f|^{d/3},\qquad I(s)=\int_0^\infty\frac{1-\cos x}{x^{1+s}}dx .
$$

Here $d\Omega$ is the element of solid angle for $d=3$, the element $d\varphi$ for $d=2$, and a sum over two directions for $d=1$. Flipped spins within about $(Dt)^{1/3}$ of A govern the decay at time $t$. The integrals $I(d/3)$ and $G_d$ have still to be evaluated.

### The radial integral

For $x>0$ the definition of the gamma function gives

$$
x^{-1-s}=\frac1{\Gamma(1+s)}\int_0^\infty y^se^{-xy}dy .
$$

Insert this in $I(s)$. The integrand is nowhere negative, so the order of integration may be exchanged. The inner integral is

$$
\int_0^\infty(1-\cos x)e^{-xy}dx=\frac1y-{\rm Re}\,\frac1{y-i}=\frac1y-\frac y{1+y^2}=\frac1{y(1+y^2)} .
$$

With $z=y^2$, so that $dy/y=dz/(2z)$,

$$
I(s)=\frac1{\Gamma(1+s)}\int_0^\infty\frac{y^{s-1}}{1+y^2}dy=\frac1{2\Gamma(1+s)}\int_0^\infty\frac{z^{s/2-1}}{1+z}dz .
$$

Let $a=s/2$, with $0<a<1$, and call the last integral $M$. Take $z^{a-1}/(1+z)$ around a contour that runs out just above the positive real axis, round a large circle, and back just below the axis. On the way back, $z^{a-1}$ has the extra factor $e^{2\pi ia}$. The large circle of radius $\rho$ contributes at most a quantity of order $\rho^{a-1}$, and the small circle of radius $\epsilon$ round the origin one of order $\epsilon^a$; both vanish. The pole at $z=e^{i\pi}$ has residue $e^{i\pi(a-1)}=-e^{i\pi a}$. Hence

$$
(1-e^{2\pi ia})M=-2\pi i\,e^{i\pi a}
\quad\Rightarrow\quad
M=\frac{2\pi i}{e^{i\pi a}-e^{-i\pi a}}=\frac\pi{\sin\pi a},
$$

and therefore

$$
I(s)=\frac{\pi}{2\,\Gamma(1+s)\sin(\pi s/2)},\qquad 0<s<2 .
$$

The values needed are $I(1/3)=3.5181$, $I(2/3)=2.0092$ and $I(1)=\pi/2$. Direct quadrature of the defining integral agrees with them to all digits shown.

### Three dimensions

With $u=\cos\theta$, the angular integral is $G_3=2\pi\int_{-1}^1|1-3u^2|du$. The integrand is even, and $1-3u^2$ changes sign at $u_0=1/\sqrt3$. An antiderivative of $1-3u^2$ is $u-u^3$, which vanishes at 0 and at 1 and equals $u_0(1-\frac13)=2/(3\sqrt3)$ at $u_0$. Each of the two intervals thus contributes $2/(3\sqrt3)$, and

$$
\int_{-1}^1|1-3u^2|du=2\left(\frac2{3\sqrt3}+\frac2{3\sqrt3}\right)=\frac8{3\sqrt3}.
$$

Now

$$
J(t)=\frac13\,Dt\cdot2\pi\cdot\frac8{3\sqrt3}\cdot\frac\pi2=\frac{8\pi^2}{9\sqrt3}\,Dt ,
$$

so that

$$
V(t)=e^{-kt},\qquad k=\frac{8\pi^2}{9\sqrt3}\,D\,n\lambda=\frac{2\pi\mu_0g^2\mu_B^2}{9\sqrt3\,\hbar}\,n\lambda .
$$

The rate is proportional to the concentration of flipped spins. In terms of the total time, $V=\exp[-(k/2)(2\tau)]$. A decay plotted against $2\tau$ thus has the rate $k/2$, and the variable must be stated when a rate is quoted.

### Why the decay begins linearly

For given initial and final projections of the B spins, A acquires only a phase, and the pair factors are averages over these histories. For B spins that are reversed from $m_j$, its phase at the echo is $\delta\,t$ up to an overall sign, with $\delta=\sum_j2m_j\omega_j$ summed over the flipped spins. The echo is the mean of $\cos\delta t$ over all A spins. The distribution $p(\delta)$ is even, because both signs of $m_j$ are equally likely, and inversion of the Fourier integral gives

$$
p(\delta)=\frac1\pi\int_0^\infty e^{-kt}\cos(\delta t)\,dt=\frac1\pi\,\frac{k}{k^2+\delta^2}.
$$

This is a Lorentzian of half-width $k$. Its mean square is infinite, and so the echo can't start as $1-\frac12\langle\delta^2\rangle t^2$; it starts as $1-kt$, linearly in $t$. The large values of $\delta$ come from close neighbours, whose coupling grows without limit as $r\to0$.

### A minimum distance

Real spins can't coincide. Suppose that no B lies closer to A than $a$, in three dimensions, while the positions outside this sphere remain independent. Then $J$ is replaced by $J_a$, the same integral over $r>a$.

For early times, $Dt\ll a^3$, all phases $\omega t$ are small and $1-\cos\omega t\approx\frac12\omega^2t^2$. The angular part is

$$
\int d\Omega\,f^2=2\pi\int_{-1}^1(1-6u^2+9u^4)du=2\pi\left(2-4+\frac{18}5\right)=\frac{16\pi}5 ,
$$

and the radial part is $\int_a^\infty r^2r^{-6}dr=1/(3a^3)$. Therefore

$$
J_a\approx\frac{D^2t^2}2\cdot\frac{16\pi}5\cdot\frac1{3a^3}=\frac{8\pi}{15}\,\frac{D^2t^2}{a^3}.
$$

The echo now starts quadratically, because without close neighbours the mean square of $\delta$ is finite.

For late times, $Dt\gg a^3$, subtract the excluded sphere from the full integral $J_0$, the one with $a=0$:

$$
J_a=J_0-\int_{r<a}d^3r\,(1-\cos\omega t)=J_0-\frac{4\pi a^3}3+\int_{r<a}d^3r\,\cos\omega t .
$$

The couplings inside the sphere are spread continuously, so the last integral averages to zero as $t$ grows. What remains is

$$
V(t)\to e^{4\pi a^3n\lambda/3}\,e^{-kt}.
$$

The rate is the same as without the minimum distance; the late exponential is merely raised by a constant factor. Both limits were tested by quadrature of $J_a$ itself. In the early regime $J_aa^3/(Dt)^2$ came out as 1.6753, against $8\pi/15=1.6755$. In the late regime $(J_0-J_a)/a^3$ was 4.1881, against $4\pi/3=4.1888$.

### Sheets and lines of fixed orientation

Let the normal of a sheet make the angle $\beta_n$ with the field. The component of the field direction in the plane has length $\sin\beta_n$. If $\varphi$ is measured from it, a vector in the plane has $\cos\theta=\sin\beta_n\cos\varphi$, and

$$
G_2=\int_0^{2\pi}\left|1-3\sin^2\beta_n\cos^2\varphi\right|^{2/3}d\varphi .
$$

With the field along the normal, $G_2=2\pi=6.2832$. With the field in the plane, numerical integration gives $G_2=6.0193$. The coefficients $K_2$ of these two orientations therefore differ by only about 4 percent, but this doesn't hold for intermediate tilts: at $\sin^2\beta_n=1/3$, $f=\sin^2\varphi$ and $G_2=\int_0^{2\pi}|\sin\varphi|^{4/3}d\varphi=2\sqrt\pi\,\Gamma(7/6)/\Gamma(5/3)\approx3.6$.

For a line at angle $\theta$ to the field, the two directions along it have the same $f$, and

$$
G_1=2\left|1-3\cos^2\theta\right|^{1/3}.
$$

With the field along the line, $|f|=2$ and $G_1=2\cdot2^{1/3}=2.5198$. At $\cos^2\theta=1/3$ the coupling vanishes for every pair on the line, and in this model the echo doesn't decay at all.

In each case $V=\exp(-K_dt^{d/3})$ falls to $1/e$ at

$$
T_e=K_d^{-3/d}\propto(n\lambda)^{-3/d}.
$$

Doubling the density doubles $K_d$ in every dimension. It divides $T_e$ by 2 in three dimensions, by $2^{3/2}$ on a sheet and by $2^3$ on a line. A rate proportional to concentration is thus special to three dimensions, whereas an exponent proportional to concentration is general.

### Random orientations of lines or sheets

In a sample that contains many lines with different orientations, the echo is an average of stretched exponentials. For lines with $u=\cos\theta$ uniform between 0 and 1, write

$$
\bar V=\left\langle e^{-yg}\right\rangle,\qquad g=|1-3u^2|^{1/3},\qquad y=\kappa t^{s},\qquad s=\tfrac13,
$$

where $\kappa$ is the value of $K_1$ for $|f|=1$ and the brackets denote the average over $u$. Define $L(y)=-\ln\bar V$. The local exponent, which is the slope in a plot of $\ln(-\ln\bar V)$ against $\ln t$, is

$$
\alpha(t)=\frac{d\ln L}{d\ln t}=s\,\frac{yL'(y)}{L(y)},
$$

because $dy/d\ln t=sy$. Differentiating $L$ gives

$$
L'=\frac{\langle g\,e^{-yg}\rangle}{\langle e^{-yg}\rangle},\qquad
L''=-\left[\frac{\langle g^2e^{-yg}\rangle}{\langle e^{-yg}\rangle}-L'^2\right]<0 .
$$

The bracket is the variance of $g$ with weight $e^{-yg}$, and it is positive since $g$ isn't constant. $L'$ therefore decreases with $y$. With $L(0)=0$,

$$
L(y)=\int_0^yL'(y')\,dy'>yL'(y),
$$

and so $\alpha<s$ for every $t>0$ in this model, which has no minimum distance between spins. For $y\to0$, $L\approx y\langle g\rangle$ and $\alpha\to s$. The same argument holds for sheets with $s=2/3$, since $G_2$ depends on orientation. In words, orientations with strong coupling lose their signal first, and the survivors decay more slowly.

For lines with the density used below, the local exponent is 0.3330 at $10^{-4}$ µs, 0.3252 at 1 µs and 0.2799 at 100 µs. An exponent below 1/3 in such a sample is thus no evidence for a dimension below one. These values hold for point spins with no minimum distance. At $10^{-4}$ µs the length $(Dt)^{1/3}$ is only 0.32 nm, below real spin spacings. With a minimum distance of 1 nm the local exponents at the same three times are about 2.0, 0.38 and 0.29, so the exponent can also lie above 1/3. In a uniform three-dimensional sample the question doesn't arise, because $G_3$ already includes all directions.

### A worked example

Take the free-electron $g$ factor, 2.002319, which gives $D=326.98$ rad µs⁻¹ nm³, or 52.041 MHz nm³ after division by $2\pi$. Let the flip probability be $\lambda=0.5$. The densities below are chosen model parameters.

At 1 mmol/L the density is $n=6.0221\times10^{-4}$ nm⁻³. With $8\pi^2/(9\sqrt3)=5.06508$,

$$
k=5.06508\times326.98\times6.0221\times10^{-4}\times0.5=0.4987\ \text{µs}^{-1}.
$$

The echo falls to $1/e$ at $t=2.005$ µs, and the rate in the total time $2\tau$ is 0.2493 µs⁻¹. At 2 mmol/L the $1/e$ time is 1.003 µs.

The length that governs the decay at $t=1$ µs is $(Dt)^{1/3}=6.89$ nm. A minimum distance of 1 nm is far below it. The corresponding time $a^3/D$ is 3.058 ns, and the late exponential is raised by the factor 1.00126. At this concentration, the quadratic start can be ignored on the microsecond scale.

For a sheet with 0.01 spins per nm² and the field along its normal, $D^{2/3}\approx6.89^2\approx47.5$ in the units used, and

$$
K_2=\frac{0.01\times0.5}3\times47.5\times6.2832\times2.0092\approx1.00\ \text{µs}^{-2/3}.
$$

The unrounded inputs give 0.9986. With the field in the plane, $K_2$ is smaller by the ratio $6.0193/6.2832$ and equals 0.9567 µs$^{-2/3}$. For a line with 0.1 spins per nm and the field along it,

$$
K_1=\frac{0.1\times0.5}3\times6.89\times2.5198\times3.5181\approx1.018\ \text{µs}^{-1/3}.
$$

These coefficients are close to one, as is $k$ in three dimensions at 2 mmol/L, so these echoes are similar at 1 µs (0.369 in three dimensions, 0.368 on the sheet with the field along its normal, 0.361 on the line), but the shapes differ. At $t=0.25$ µs the predicted echoes are 0.779, 0.673 and 0.527 in the same order, and at 2 µs they are 0.136, 0.205 and 0.277. On this time scale, the lower the dimension, the faster the early loss and the longer the tail. These values assume no minimum distance. As in three dimensions, a minimum distance $a$ makes the very start quadratic and raises the late echo by a constant factor, here $e^{\pi a^2n\lambda}$ on the sheet and $e^{2an\lambda}$ on the line. For $a=1$ nm these are 1.016 and 1.105, so on the line the correction isn't negligible: the echoes at 0.25, 1 and 2 µs become 0.582, 0.399 and 0.307.

### Comparison with simulated echoes

The decay law was tested against a simulation in which positions were drawn at random, each spin was flipped or not, the phases of A were summed, and their cosines were averaged. The exponent was fitted to the simulated echoes at 0.25, 0.5, 1 and 2 µs.

| Case | $d/3$ | Fitted | $V(2\,$µs$)$ simulated | Predicted |
|---|---|---|---|---|
| 3D, 1 mmol/L | 1 | 0.994 | 0.373 | 0.369 |
| 3D, 2 mmol/L | 1 | 0.989 | 0.142 | 0.136 |
| Sheet, normal field | 0.667 | 0.671 | 0.204 | 0.205 |
| Sheet, in-plane field | 0.667 | 0.668 | 0.218 | 0.219 |
| Line, field along it | 0.333 | 0.336 | 0.274 | 0.277 |

Doubling the concentration in three dimensions multiplied $-\ln V$ at 1 µs by 2.006.

The simulated three-dimensional echoes at 2 µs lie slightly above the prediction. A simulation in a sphere of finite radius $\mathcal R$ omits the spins outside it. By the early-time formula with $a=\mathcal R$, these would add $\frac{8\pi}{15}n\lambda D^2t^2/\mathcal R^3$ to the exponent when $Dt\ll\mathcal R^3$. The omission therefore raises the simulated echo by a fraction that grows as $t^2$; among the simulated times the rise is largest at 2 µs, and it is in the direction seen. With 120 spins on average in the sphere, this formula raises $V(2\,$µs$)$ by only about 0.002 at both concentrations, about half or less of the gap seen. The random error of the 80000 configurations, about $0.7/\sqrt{80000}\approx0.002$, is of the same size, and the output doesn't separate the two. The remaining values are in the numerical output.

## Computed results

```
g factor: 2.002319
D: 326.98 rad/us nm^3
D/(2 pi): 52.041 MHz nm^3
flip probability lam: 0.5
3D density at 1.0 mmol/L: 6.0221e-04 nm^-3
2D density: 0.01 nm^-2; 1D density: 0.1 nm^-1
largest pair-factor error: 4.4e-16
pair echo at omega*tau=2.5, no flip-flop: -0.8011
  flip-flop, offset 100 omega: -0.8011
  flip-flop, equal frequencies: -0.2526
I(1/3): formula 3.51810, quadrature 3.51810
I(2/3): formula 2.00920, quadrature 2.00920
I(1): formula 1.57080, quadrature 1.57080
integral of |1-3u^2| over -1..1: 1.53960
8 pi^2/(9 sqrt 3): 5.06508
G2 normal field: 6.2832; in-plane: 6.0193
G1 field along line: 2.5198
k (3D, 1 mmol/L): 0.4987 us^-1
k/2, rate in total echo time 2 tau: 0.2493 us^-1
K2 normal field: 0.9986 us^(-2/3)
K2 in-plane field: 0.9567 us^(-2/3)
K1 field along line: 1.0179 us^(-1/3)
distance (D t)^(1/3) at t = 1 us: 6.89 nm
echo at t = 0.25, 0.5, 1, 2 us
3D, 1 mmol/L: 1/e time 2.005 us, fitted exponent 0.994
  simulated: 0.883 0.780 0.609 0.373
  predicted: 0.883 0.779 0.607 0.369
3D, 2 mmol/L: 1/e time 1.003 us, fitted exponent 0.989
  simulated: 0.779 0.607 0.370 0.142
  predicted: 0.779 0.607 0.369 0.136
2D, field along normal: 1/e time 1.002 us, fitted exponent 0.671
  simulated: 0.675 0.533 0.368 0.204
  predicted: 0.673 0.533 0.368 0.205
2D, field in plane: 1/e time 1.069 us, fitted exponent 0.668
  simulated: 0.684 0.549 0.385 0.218
  predicted: 0.684 0.547 0.384 0.219
1D, field along line: 1/e time 0.948 us, fitted exponent 0.336
  simulated: 0.526 0.444 0.359 0.274
  predicted: 0.527 0.446 0.361 0.277
ratio of -ln V at 1 us, 2 against 1 mmol/L: 2.006
early J a^3/(D t)^2: 1.6753; 8 pi/15: 1.6755
late offset/a^3: 4.1881; 4 pi/3: 4.1888
a = 1.0 nm: a^3/D = 3.058 ns
a = 1.0 nm: late prefactor 1.00126
random lines, local exponent at 0.0001 us: 0.3330
random lines, local exponent at 1 us: 0.3252
random lines, local exponent at 100 us: 0.2799
```
